# How far doubling the dose moves a Gaussian implant's deep junction

## The problem

Boron is implanted into n-type silicon. In the simplest profile model the boron concentration at depth $x$ is a Gaussian,

$$N(x)=N_p\,\exp\!\left[-\frac{(x-R)^2}{2\sigma^2}\right],$$

where $R$ is the projected range (the mean depth at which the ions stop), $\sigma$ is the straggle (the standard deviation of that depth) and $N_p$ is the peak concentration. The wafer already holds a uniform donor concentration $N_B$. The junction is the depth at which boron and donors are equal in number, $N(x_j)=N_B$. This is the metallurgical junction; the edges of the depletion layer around it are different positions and are not asked for here.

The deep junction, the one beyond the peak, is found at $x_j=R+4\sigma$. The implant is then repeated on an identical wafer with twice the dose, at the same ion energy.

1. By how many straggles does the deep junction move?
2. What is the move in nanometres for $R=300$ nm, $\sigma=70$ nm and $N_B=2.00\times10^{15}$ cm$^{-3}$?
3. Which assumptions does the answer rest on, and how much does it change when they fail?

For the first two parts, take $R$, $\sigma$ and $N_B$ to be the same for both doses, all the boron to be electrically active, and diffusion to be absent.

## A tempting solution

Doubling the dose doubles the boron concentration at every depth. At the old junction the boron concentration is therefore $2N_B$, and the new junction lies where the profile has fallen by a further factor of 2. A Gaussian falls by a factor of 2 over a distance $d$ given by

$$\exp\!\left(-\frac{d^2}{2\sigma^2}\right)=\frac12
\quad\Rightarrow\quad d=\sqrt{2\ln 2}\;\sigma=\sqrt{1.3863}\;\sigma\approx1.18\,\sigma .$$

The junction therefore moves 1.18 straggles deeper, which is 82 nm for the given numbers.

## Where it fails

The first two sentences are correct. The error is in the third: $d$ is the distance over which a Gaussian halves *starting from its peak*. The old junction is four straggles away from the peak, and a Gaussian has no single halving distance. An exponential has one, because its fractional rate of fall is the same everywhere. The fractional rate of fall of a Gaussian grows with distance from the centre.

Putting the proposed answer back into the profile shows the size of the error. Between $4\sigma$ and $(4+1.177)\sigma$ from the peak, the exponent changes by

$$\frac{(4+1.177)^2-4^2}{2}=4(1.177)+\frac{(1.177)^2}{2}=4.71+0.69=5.40 ,$$

so the concentration falls by $e^{5.40}\approx 220$ and not by 2. At the proposed junction the doubled implant would lie about 110 times below the background. The term $0.69=\ln 2$ is the fall that was wanted. The cross term $4.71$ comes from the starting distance, and the tempting solution leaves it out.

In algebraic form, the same mistake replaces the square root of a sum by the sum of the square roots, $\sqrt{16+2\ln2}\to4+\sqrt{2\ln 2}$.

## The correct solution

**Peak and dose.** The dose $Q$ is the number of implanted ions per unit area, so it is the integral of $N$ over depth. With $t=(x-R)/\sigma$ and $dx=\sigma\,dt$,

$$Q=\int_{-\infty}^{\infty}N\,dx=N_p\,\sigma\int_{-\infty}^{\infty}e^{-t^2/2}\,dt=\sqrt{2\pi}\,\sigma N_p
\quad\Rightarrow\quad N_p=\frac{Q}{\sqrt{2\pi}\,\sigma}.$$

The wafer begins at $x=0$, so the integral includes a piece of the Gaussian that lies outside it. For $R=300$ nm and $\sigma=70$ nm that piece is a fraction $9.1\times10^{-6}$ of the whole and can be dropped. What matters next is that $N_p$ is proportional to $Q$ when $\sigma$ is fixed.

**Junction condition.** Measure the junction from the peak in straggles, $u=(x_j-R)/\sigma$. Then $N(x_j)=N_B$ reads

$$N_p\,e^{-u^2/2}=N_B .$$

Dividing by $N_B$, moving the exponential to the other side and taking the logarithm gives

$$\frac{N_p}{N_B}=e^{u^2/2}\quad\Rightarrow\quad u^2=2\ln\frac{N_p}{N_B}.$$

There are two roots, $\pm u$. The positive one is the deep junction.

**First dose.** With $u=4$, the ratio of peak to background must be $N_p/N_B=e^{8}=2981$.

**Doubled dose.** The peak becomes $2N_p$, while $N_B$ and $\sigma$ stay as they were. The new junction $u'$ obeys

$$u'^2=2\ln\frac{2N_p}{N_B}=2\ln\frac{N_p}{N_B}+2\ln2=16+1.3863=17.3863,$$

so $u'=4.1697$. Doubling adds a fixed amount to the *square* of the distance, not to the distance itself.

**The shift.** The difference of squares factorises, $u'^2-u^2=(u'-u)(u'+u)=2\ln 2$. Dividing by the sum,

$$u'-u=\frac{2\ln2}{u'+u}=\frac{1.3863}{4.1697+4}=0.1697 .$$

The deep junction moves by 0.17 straggles. Since $R$, $\sigma$ and $N_B$ have all dropped out, this holds for any Gaussian implant whose junction starts at four straggles, provided these three quantities are the same for both doses.

**In nanometres.** The peak for the first dose is $N_p=2981\times2.00\times10^{15}=5.96\times10^{18}$ cm$^{-3}$. With $\sigma=7.0\times10^{-6}$ cm, the dose is

$$Q=\sqrt{2\pi}\,(7.0\times10^{-6})(5.96\times10^{18})=1.05\times10^{14}\ \text{cm}^{-2}.$$

The junction starts at $300+4\times70=580$ nm. After doubling it is at $300+4.1697\times70=591.9$ nm. The shift is 11.9 nm, about 2% of the junction depth, for a 100% increase in dose.

## Why the move is small

The fractional slope of the profile follows from differentiating its logarithm:

$$\ln N=\ln N_p-\frac{(x-R)^2}{2\sigma^2}
\quad\Rightarrow\quad
\frac{d\ln N}{dx}=-\frac{x-R}{\sigma^2}=-\frac{u}{\sigma}.$$

At $u=4$ the concentration falls by a factor $e$ in about $\sigma/4=17.5$ nm. Doubling the dose raises $\ln N$ by $\ln 2$ at every depth, and on this steep flank a short distance is enough to cancel the rise. If the slope at the old junction held all the way to the new one, the shift would be

$$\Delta x\approx\frac{\ln 2}{|d\ln N/dx|}=\frac{\ln2}{u}\,\sigma=0.1733\,\sigma .$$

This is slightly too large, because the profile steepens further between the two junctions. The correction comes from expanding the square root. Write

$$u'=\sqrt{u^2+2\ln2}=u\sqrt{1+\varepsilon},\qquad \varepsilon=\frac{2\ln2}{u^2}=0.087,$$

and use $\sqrt{1+\varepsilon}=1+\varepsilon/2-\varepsilon^2/8+\dots$ for small $\varepsilon$. Multiplying by $u$ and subtracting $u$,

$$u'-u=\frac{\ln2}{u}-\frac{(\ln2)^2}{2u^3}+\dots=0.1733-0.0038+\dots=0.1695 ,$$

which differs from the full result, 0.1697, by about 0.1% of it.

## Other starting depths and other dose factors

Nothing in the derivation required $u=4$ or a factor of 2. If the dose is multiplied by $m$, then $\ln m$ replaces $\ln2$:

$$u'=\sqrt{u^2+2\ln m}.$$

For doubling, the shift depends on the starting depth as follows.

| Starting $u$ | Shift in straggles |
|---|---|
| 1 | 0.545 |
| 2 | 0.321 |
| 3 | 0.223 |
| 4 | 0.170 |
| 5 | 0.137 |

Two limits frame these values. For large $u$ the shift approaches $\ln2/u$ and goes slowly to zero. For $u\to0$, where the first implant only just reaches the background at its peak, the shift becomes $\sqrt{2\ln2}=1.18$. That is the tempting answer, and this is the one starting point for which its reasoning is right: the halving distance is then measured from the peak.

Halving the dose ($m=\tfrac12$) gives $u'=\sqrt{16-1.3863}=3.823$, a retreat of 0.177 straggles. This is a little more than the advance on doubling, because the profile is less steep on the side nearer the peak.

The formula can also be turned round. To move the junction from $u$ to $u'$ the dose must be multiplied by

$$m=\exp\!\left(\frac{u'^2-u^2}{2}\right).$$

One whole straggle, from $u=4$ to $u=5$, needs $m=e^{4.5}=90$. Within this model, then, dose is a weak means of setting the junction depth. Ion energy acts more directly, since it changes $R$ and $\sigma$ themselves.

Since only the ratio $N_p/N_B$ enters, halving the background at fixed dose moves the junction by the same amount as doubling the dose at fixed background. If dose and background were doubled together, the junction would not move.

## The other crossing

The root $-u$ lies at $R-u\sigma$, on the surface side of the peak. It is inside the wafer if $R>u\sigma$, which is true here: $300>280$. The ideal Gaussian thus has a second junction at 20.0 nm, which doubling the dose moves *towards* the surface, to 8.1 nm. Above it the model leaves a thin skin in which donors outnumber boron. This skin is not a working n-type layer: it is much thinner than the Debye length at this doping, about 90 nm at room temperature, so holes from the boron layer spill into it and outnumber the electrons there, provided the surface itself carries no charge. This is why the problem specifies the deep junction. Several of the more realistic profiles below have no such skin.

## What a real wafer changes

The range and straggle used here are rough typical values for boron at about 100 keV in silicon, and the background is that of an ordinary lightly doped wafer. The doubled peak, $1.2\times10^{19}$ cm$^{-3}$, is well below the solubility of boron near 1000 °C, roughly $10^{20}$ cm$^{-3}$, so solubility does not stand in the way of full activation. The weaker assumptions are the Gaussian shape far from the peak and the absence of diffusion. Each is relaxed below on its own, with rough or illustrative inputs, and the same two doses are compared. The results show the size of each effect; they are not predictions for a particular process.

**Furnace anneal.** Boron must be annealed to become active, and it diffuses meanwhile. With a constant diffusivity $D$, the concentration obeys $\partial N/\partial t=D\,\partial^2N/\partial x^2$. Multiply by $(x-R)^2$, integrate over $x$, and integrate by parts twice on the right. The boundary terms vanish far from the peak, and the second derivative of $(x-R)^2$ is 2, so

$$\frac{d}{dt}\int(x-R)^2N\,dx=2D\int N\,dx .$$

Dividing by the dose shows that the variance grows at the rate $2D$. A Gaussian also stays Gaussian, because the diffusion equation spreads each starting point into a Gaussian, and a Gaussian smeared by a Gaussian is again one. Hence $\sigma^2$ becomes $s^2=\sigma^2+2Dt$. The wafer surface, taken to reflect boron, adds a mirror image centred at $-R$, which is negligible at the deep junction.

With $D=1.5\times10^{-14}$ cm$^2$/s, a rough value for 1000 °C, and 30 min, $2Dt=5400$ nm$^2$. The width rises from 70 to $s=\sqrt{4900+5400}=101.5$ nm. At fixed dose the peak falls by the factor $70/101.5$, so the first junction is at

$$300+101.5\sqrt{2\left[8-\ln(101.5/70)\right]}=696\ \text{nm}.$$

Adding $2\ln2$ under the root puts the second at 714 nm. The shift is 17.6 nm, half as large again as without diffusion. A numerical solution of the diffusion equation with a reflecting surface agrees with these two depths to within 0.02 nm. It also gives a surface concentration of $1.0\times10^{17}$ cm$^{-3}$, above the background, so the donor-rich skin has gone.

The constant $D$ is itself a simplification. At 1000 °C the intrinsic carrier density of silicon is roughly $10^{19}$ cm$^{-3}$, comparable with the boron peaks, and boron diffuses faster where holes are more numerous. The higher dose is therefore broadened somewhat more. If the diffusivity rises in proportion to the hole density, and the electric field set up by the doping gradient is included, the shift becomes about 18 to 19 nm.

**Transient enhanced diffusion.** The implant knocks silicon atoms out of their sites, and during the first part of an anneal these excess interstitials speed up the diffusion of boron. A higher dose makes more of them, so the broadening itself can depend on dose. As an illustration, let the added variance be proportional to dose: 2500 nm$^2$ for the first implant and 5000 nm$^2$ for the second. The widths are then 86.0 and 99.5 nm, and the same formula puts the junctions at 640 and 706 nm. The shift is 67 nm, between five and six times the ideal value. Had the added variance stayed at 2500 nm$^2$ for both doses, the shift would have been

$$86.0\left(\sqrt{15.59+1.39}-\sqrt{15.59}\right)\approx15\ \text{nm},$$

where $15.59=2[8-\ln(86.0/70)]$. Most of the 67 nm therefore comes from the change of width, which the original problem excluded by holding $\sigma$ fixed.

**Channelling.** Some ions are steered along open rows of the crystal and stop deeper than the Gaussian allows. A simple description replaces the far flank by an exponential tail $e^{-x/\lambda}$, with $\lambda=50$ nm as a rough value. The tail joins smoothly where the Gaussian has the same fractional slope, $(x-R)/\sigma^2=1/\lambda$, which is at $x=300+4900/50=398$ nm. The whole profile is rescaled to keep the dose. Both junctions lie in the tail, at 748 and 782 nm. An exponential does have a fixed halving distance, so the shift is

$$\lambda\ln2=50\times0.693=34.7\ \text{nm},$$

wherever in the tail the junction starts. This takes the tail to double along with the dose. In a real implant, damage to the crystal closes the channels as the dose rises, so the tail grows by less and the shift is smaller. If the tail grew only by a factor of 1.5, for example, the shift would be $50\ln1.5\approx20$ nm.

**Skewness.** Boron at this energy tends to have a profile that leans towards the surface, with a longer shallow side and a steeper deep side. A Pearson IV distribution describes this through its third and fourth moments. With $z=(x-R)/\sigma$, it is the normalised solution of

$$\frac{d\ln f}{dz}=\frac{z-a}{b_0+az+b_2z^2}.$$

The values $a=0.311$, $b_0=-0.832$ and $b_2=-0.0559$ give zero mean, unit variance, skewness $-0.8$ and kurtosis 4.5, the last two being rough inputs. Numerical integration puts the junctions at 509 and 516 nm, with a shift of 7.2 nm. The slope rule explains the small value. At the first junction $z=208.9/70=2.98$, and the equation gives $d\ln f/dz=-6.6$, where a Gaussian would have $-2.98$ at the same depth. Hence $\Delta x\approx70\times0.693/6.6\approx7$ nm. The result depends strongly on the kurtosis, which controls the far tail: with 5.5 in place of 4.5 and the same skewness, the junctions are at 572 and 591 nm and the shift is 19 nm, larger than for the Gaussian. On the shallow side, for kurtosis 4.5 and the first dose, the surface concentration is $2.9\times10^{16}$ cm$^{-3}$, above the background, so this profile too has no donor-rich skin.

**Reading the comparison.** Taken one at a time and with the main inputs chosen above, these effects put the shift anywhere from 7 to 67 nm and the first junction between 509 and 748 nm. Other inputs would give other ranges. With these inputs skewness and channelling pull in opposite directions, and their combined effect was not computed. The value $0.17\,\sigma$ is a property of the Gaussian with fixed range, straggle and background and a junction that starts at four straggles. It can serve as an estimate for a real junction that starts near four straggles if the measured or simulated profile is close to Gaussian down to the background level and if the anneal broadens both doses equally; $\sigma$ must then be the width after the anneal. Where the shape is different but does not change with dose, the rule that carries over is $\Delta x\approx\ln2/|d\ln N/dx|$, with the slope taken at the junction, provided that the slope changes little over the distance moved. Where the shape itself changes with dose, that rule fails as well, and the two profiles have to be found separately.

The numerical output below lists the inputs and results for the main cases; the side variants (concentration-dependent diffusivity, fixed added variance, tail factor 1.5, kurtosis 5.5) are not in it.

## Computed values

```
Projected range (rough input): 300 nm
Straggle (rough input): 70 nm
Background doping (input): 2.00e+15 cm^-3
Peak-to-background ratio at u = 4: 2981.0
Peak concentration, first dose: 5.962e+18 cm^-3
First dose: 1.046e+14 cm^-2
Doubled dose: 2.092e+14 cm^-2
Fraction of Gaussian outside wafer: 9.1e-06
2 ln 2: 1.3863
u after doubling: 4.1697
Shift: 0.1697 straggles
Linear estimate: 0.1733 straggles
Second-order estimate: 0.1695 straggles
Deep junction, first dose: 580.0 nm
Deep junction, doubled dose: 591.9 nm
Shift: 11.88 nm
Depth for a fall by factor e at junction: 17.5 nm
Shift on doubling from u = 1: 0.5448 straggles
Shift on doubling from u = 2: 0.3208 straggles
Shift on doubling from u = 3: 0.2228 straggles
Shift on doubling from u = 4: 0.1697 straggles
Shift on doubling from u = 5: 0.1368 straggles
Dose factor to go from u = 4 to u = 5: 90.0
Surface-side crossing, first dose: 20.0 nm
Surface-side crossing, doubled dose: 8.1 nm
Boron diffusivity at 1000 C (rough input): 1.5e-14 cm^2/s
Furnace time (input): 30 min
Furnace added variance 2Dt: 5400 nm^2
Furnace-broadened straggle: 101.5 nm
Furnace: junctions 696.4 and 714.0 nm, shift 17.6 nm
Furnace: surface concentration 1.0e+17 cm^-3
Transient diffusion: added variance 2500, then 5000 nm^2
Transient: junctions 639.6 and 706.4 nm, shift 66.8 nm
Channelling decay length (rough input): 50 nm
Channelling: junctions 747.7 and 782.4 nm, shift 34.7 nm
Pearson IV skewness, kurtosis (rough inputs): -0.8, 4.5
Pearson IV: junctions 508.9 and 516.2 nm, shift 7.2 nm
Pearson IV: surface concentration 2.9e+16 cm^-3
Peak concentration, doubled dose: 1.19e+19 cm^-3
Boron solubility near 1000 C (rough input): 1e+20 cm^-3
```
